# Energy Released by Volume Relaxation of a Linear Elastic Supercell

## The form of the answer

A periodic supercell of volume $V$ is held at a fixed size while its atoms relax. It is left with a residual pressure $p$. Let $D$ be the energy released when the volume is then allowed to relax to zero pressure. If the response is described by one bulk modulus $B$, then $D$ depends on $V$, $p$ and $B$. Both $p$ and $B$ are energies per volume, so dimensional analysis gives

$$D=VB\,f(p/B),$$

with $f$ a dimensionless function. Linear elasticity fixes $f$ up to a number. If the residual pressure is multiplied by $\lambda$, the strain that removes it is multiplied by $\lambda$, and an energy that is quadratic in strain by $\lambda^2$. Hence $f(\lambda x)=\lambda^2f(x)$ for either sign of $\lambda$, so $f(x)=cx^2$ and

$$D=c\,\frac{Vp^2}{B}.$$

It remains to find $c$, to say which modulus $B$ is, and to find when one modulus is enough.

## Setting and assumptions

Let $\mathcal V$ be the variable volume, $V$ its value in the unrelaxed cell, and $\theta=(\mathcal V-V)/V$ the volume strain. The cell shape is fixed for now. A change of $\theta$ scales the cell and carries the atoms with it at constant fractional coordinates. The vector $u$ holds the further displacements of the atoms, with one atom pinned to remove rigid translations.

**Assumption 1 (linear elasticity).** Over the range of the relaxation the energy is quadratic:

$$E(u,\theta)=E_c-f^{T}u-V\pi\theta+\tfrac12u^{T}Ku+\theta\,g^{T}u+\tfrac12VB_c\theta^2 .$$

Here $f$ now denotes the forces on the atoms at the starting positions, $\pi$ the pressure there, $K$ the force-constant matrix, $g$ the coupling between volume and displacements, and $B_c$ the modulus with clamped fractional coordinates.

**Assumption 2 (stability).** $K$ is positive definite, and so is the energy as a function of $u$ and $\theta$ together.

**Assumption 3.** The external pressure is zero.

The residual pressure is $p=-dE/d\mathcal V$ at $\mathcal V=V$, with the atoms relaxed. A positive $p$ means that the cell lowers its energy by expanding.

## Elimination of the atoms

**Lemma 1.** With the atoms relaxed at each volume,

$$E(\theta)=E_0-Vp\,\theta+\tfrac12VB\,\theta^2,$$

$$Vp=V\pi-g^{T}K^{-1}f,\qquad VB=VB_c-g^{T}K^{-1}g .$$

*Proof.* At fixed $\theta$ the derivative with respect to $u$ must vanish:

$$-f+Ku+\theta g=0\quad\Longrightarrow\quad u=K^{-1}(f-\theta g).$$

The terms of $E$ containing $u$ are $-(f-\theta g)^Tu+\tfrac12u^TKu$. At the minimum the second term is half the magnitude of the first, with opposite sign, so their sum is

$$-\tfrac12(f-\theta g)^TK^{-1}(f-\theta g)
=-\tfrac12f^TK^{-1}f+\theta\,g^TK^{-1}f-\tfrac12\theta^2g^TK^{-1}g .$$

The constant joins $E_c$ to give $E_0=E_c-\tfrac12f^TK^{-1}f$. The linear term joins $-V\pi\theta$, and the quadratic term joins $\tfrac12VB_c\theta^2$. This gives the stated coefficients. Assumption 2 ensures $B>0$. $\square$

Since $K^{-1}$ is positive definite, $B\le B_c$: atoms that are free to move inside the cell make it softer, or leave its modulus unchanged if $g=0$. The modulus in what follows is the relaxed-atom modulus of the supercell itself, defect included.

## The theorem

**Theorem.** Under Assumptions 1 to 3 and at fixed shape, relaxing the volume changes it by $\Delta V=Vp/B$ and lowers the energy by

$$\boxed{D=\frac{Vp^2}{2B}} .$$

*Proof.* Completing the square in Lemma 1 gives

$$E(\theta)=E_0-\frac{Vp^2}{2B}+\frac{VB}{2}\left(\theta-\frac pB\right)^2 .$$

Expanding the last term returns $-Vp\theta+\tfrac12VB\theta^2$ and a constant $Vp^2/(2B)$ that cancels the one subtracted. As $B>0$, the minimum is at $\theta=p/B$, where the square vanishes, and the energy there lies below $E_0=E(0)$ by $Vp^2/(2B)$. $\square$

**Remark 1: the factor one half.** Since $d\mathcal V=V\,d\theta$, the pressure along the path is

$$p(\theta)=-\frac1V\frac{dE}{d\theta}=p-B\theta .$$

It falls linearly to zero, so its mean is $p/2$ and the work done by the cell is $\tfrac12p\,\Delta V$. With $\Delta V=Vp/B$ this is again $D$. The product $p\,\Delta V$ would apply if the pressure stayed at its initial value. The sign of $p$ decides whether the cell expands or shrinks; in both cases energy is released.

**Remark 2: incomplete relaxation.** Suppose the relaxation stops at a remaining pressure $q$. Then $\theta=(p-q)/B$, and the energy released so far is

$$V\left(p\theta-\tfrac12B\theta^2\right)=\frac{V(p-q)(p+q)}{2B}=D\left(1-\frac{q^2}{p^2}\right).$$

Stopping at one tenth of the initial pressure leaves one per cent of $D$ unreleased.

**Remark 3: which pressure.** The $p$ in the theorem is the derivative of the energy surface on which $D$ is measured. If the pressure inserted is $p+\delta p$, the predicted energy is wrong, relative to $D$, by $2\delta p/p+(\delta p/p)^2$. Such a $\delta p$ arises if the atoms were not relaxed before the pressure was read, or if the basis set follows the volume differently in the pressure and in the energies being compared.

## Shape and deviatoric stress

Now let the shape relax as well. To linear order the volume strain is the trace of the strain tensor, $\theta=\varepsilon_1+\varepsilon_2+\varepsilon_3$, where the $\varepsilon_i$ are the normal strains. The results below neglect higher-order terms and anharmonicity. They require every strain to be small, and the residual stress to be small compared with every elastic modulus, the shear moduli included. A small $p/B$ does not ensure this if a shear modulus is soft. A deviatoric stress can then produce a strain much larger than $p/B$, and the soft modulus itself can change appreciably while the volume relaxes.

**Proposition 1 (cubic response).** Let the supercell have cubic elastic constants $C_{11},C_{12},C_{44}$ and residual stress $\sigma=-pI+\mathrm{diag}(s,s,-2s)$, with tension positive. Relaxing volume and shape releases

$$D_{\rm full}=\frac{Vp^2}{2B}+\frac{3Vs^2}{2C'},\qquad C'=\tfrac12(C_{11}-C_{12}).$$

*Proof.* The shear strains have no linear term in the energy and a positive quadratic one, so they stay zero. Write $\varepsilon_i=\theta/3+e_i$ with $\sum_ie_i=0$. Then $\sum_i\varepsilon_i^2=\theta^2/3+\sum_ie_i^2$, because the cross term is proportional to $\sum_ie_i$. The quadratic energy per volume is

$$\tfrac12\Big[C_{11}\sum_i\varepsilon_i^2+C_{12}\Big(\theta^2-\sum_i\varepsilon_i^2\Big)\Big]
=\tfrac12\,\frac{C_{11}+2C_{12}}{3}\,\theta^2+C'\sum_ie_i^2 .$$

The factor of $\tfrac12\theta^2$ is $B$. With $s_i=(s,s,-2s)$, whose sum is zero, the linear energy per volume is $\sum_i\sigma_{ii}\varepsilon_i=-p\theta+\sum_is_ie_i$. Volume and shape have separated. The volume part gives the theorem. The shape part is minimized by $e_i=-s_i/(2C')$, which satisfies $\sum_ie_i=0$, and its value is

$$-\sum_i\frac{s_i^2}{2C'}+\sum_i\frac{s_i^2}{4C'}=-\frac{6s^2}{4C'}=-\frac{3s^2}{2C'} .\qquad\square$$

For a defect that keeps the cubic point symmetry of a cubic cell, the residual stress must be a multiple of the unit tensor. Then $s=0$, and freeing the shape releases nothing more.

**Proposition 2 (non-cubic response).** Let the stiffness not couple normal strains to shears, as in orthorhombic and hexagonal crystals. Let $C$ be its $3\times3$ block for normal strains, $\mathbf 1=(1,1,1)^T$, and let the residual stress be $-pI$. Then $D=Vp^2/(2B_V)$ at fixed shape and $D=Vp^2/(2B_R)$ at free shape, with

$$B_V=\frac{\mathbf 1^TC\,\mathbf 1}{9},\qquad \frac1{B_R}=\mathbf 1^TC^{-1}\mathbf 1,\qquad B_R\le B_V .$$

*Proof.* The energy change per volume is $-p\,\mathbf 1^T\varepsilon+\tfrac12\varepsilon^TC\varepsilon$. At fixed shape $\varepsilon=\theta\mathbf 1/3$, which gives $-p\theta+\tfrac12B_V\theta^2$ and the first result. At free shape the minimum is at $\varepsilon=pC^{-1}\mathbf 1$, where the energy change is $-\tfrac12p^2\,\mathbf 1^TC^{-1}\mathbf 1$. The inequality follows from the Cauchy–Schwarz inequality for the vectors $C^{1/2}\mathbf 1$ and $C^{-1/2}\mathbf 1$:

$$9=(\mathbf 1^T\mathbf 1)^2\le(\mathbf 1^TC\mathbf 1)(\mathbf 1^TC^{-1}\mathbf 1)=\frac{9B_V}{B_R}.\qquad\square$$

Equality requires $C\mathbf 1\propto\mathbf 1$: uniform scaling must produce a hydrostatic stress. For a model hexagonal crystal with $C_{11}=0.010$, $C_{12}=0.003$, $C_{13}=0.002$ and $C_{33}=0.004$ hartree/bohr³, the nine entries of $C$ sum to $0.038$, so $B_V=4.22\times10^{-3}$ hartree/bohr³. Inverting $C$ gives $B_R=3.38\times10^{-3}$ hartree/bohr³. At $p=10^{-4}$ hartree/bohr³ the energy released per volume is $1.18\times10^{-6}$ hartree/bohr³ at fixed shape and $1.48\times10^{-6}$ at free shape, which is 25% more. The gain comes from the soft third axis, which can now expand more than the other two.

## Beyond linear elasticity

**Proposition 3.** Let $B$ and $B'=dB/dp$ be taken at the unrelaxed volume along a smooth curve $E(\mathcal V)$. For small $p/B$,

$$D=\frac{Vp^2}{2B}\left[1+\frac{1+B'}{3}\frac pB+O\!\left(\frac{p^2}{B^2}\right)\right].$$

*Proof.* From $p=-E'$ and $B=-\mathcal V\,dp/d\mathcal V$ one has $B=\mathcal VE''$. Its derivative can be written in two ways:

$$\frac{dB}{d\mathcal V}=B'\frac{dp}{d\mathcal V}=-\frac{B'B}{\mathcal V},\qquad
\frac{dB}{d\mathcal V}=E''+\mathcal VE'''=\frac B{\mathcal V}+\mathcal VE''' .$$

Equating them gives $E'''=-B(1+B')/\mathcal V^2$. The Taylor series about $V$ is therefore

$$E=E_0-Vp\theta+\tfrac12VB\theta^2-\tfrac16VB(1+B')\theta^3+\dots$$

The cubic term moves the minimum away from $\theta=p/B$ by an amount of order $(p/B)^2$. The quadratic energy is stationary at $p/B$, so this shift affects $D$ in order $VB(p/B)^4$. To third order it is enough to evaluate the cubic term at $\theta=p/B$:

$$D=\frac{Vp^2}{2B}+\frac{VB(1+B')}{6}\frac{p^3}{B^3}.$$

Taking out the first term gives the result. $\square$

For $1+B'>0$ the linear formula underestimates the release from a compressed cell, because the curvature $E''$ falls as the cell expands, and overestimates it from a stretched one. A Birch–Murnaghan curve with $B=0.006$ hartree/bohr³ and $B'=4.5$ at zero pressure shows the size of the effect. Pressure, modulus and $B'$ were obtained by numerical differentiation at the displaced volume. With the cell compressed by 2%, $p/B=0.0193$ and $B'=4.41$, so the correction is $5.41\times0.0193/3=3.5\%$. The linear formula is 3.5% below the actual release, and the corrected one 0.18% below. With the cell stretched by 2%, the linear formula is 3.8% too high and the corrected one 0.22% too low. At half these offsets the corrected formula is in error by about 0.05% on both sides, close to a quarter, as a remainder of order $(p/B)^2$ requires.

The expansion also fails when the relaxation crosses to another atomic arrangement or electronic state, because the two volumes then lie on different energy curves.

## A worked defect

Consider a model face-centred cubic crystal whose nearest neighbours, at distance $d=5$ bohr, are joined by linearized springs of $k=0.03$ hartree/bohr². One substitutional atom has twelve stiffer springs, $k_d=0.09$ hartree/bohr², with a rest length too long by $\delta=0.2$ bohr. The energy is that of the springs, measured from the state in which each is unstrained. It omits electronic structure, thermal motion and geometric nonlinearity, so Assumption 1 holds by construction.

**Host modulus.** Under a volume strain $\theta$ each bond stretches by $d\theta/3$. In the perfect crystal every atom is an inversion centre, so no internal displacement follows. There are six bonds and a volume $d^3/\sqrt2$ per atom, hence

$$6\cdot\tfrac12k\frac{d^2\theta^2}{9}=\tfrac12B_h\theta^2\frac{d^3}{\sqrt2}
\;\Longrightarrow\; B_h=\frac{2\sqrt2\,k}{3d}=5.657\times10^{-3}\ \text{hartree/bohr}^3 .$$

**Cell of 32 atoms.** The volume is $V=32\,d^3/\sqrt2=2828.4$ bohr³. The atoms were relaxed in the fixed cell by solving the linear equations of Lemma 1. The pressure then follows from the bond forces, and the modulus from the pressures at volume strains of $\pm1\%$:

$$p=8.984\times10^{-5},\qquad B=6.156\times10^{-3}\ \text{hartree/bohr}^3,$$

that is, 2.64 GPa and 181 GPa. The volume strain is $p/B=1.46\%$, the volume change 41.3 bohr³, and

$$D=\frac{2828.4\times(8.984\times10^{-5})^2}{2\times6.156\times10^{-3}}=1.854\times10^{-3}\ \text{hartree},$$

or 50.5 meV. Minimizing the energy over atoms and volume together lowers it from 0.012071 to 0.010216 hartree. The difference agrees with the formula.

In a real material with $B'$ near 4.5 and the same $p/B$, Proposition 3 would add about $5.5\times0.0146/3=2.7\%$.

**The wrong modulus or pressure.** With clamped fractional coordinates the modulus is proportional to the mean spring constant. Of the 192 bonds, 12 belong to the defect, so the mean is $(180\times0.03+12\times0.09)/192=0.03375$ hartree/bohr². This gives $B_c=1.125B_h=6.364\times10^{-3}$ hartree/bohr³, and $D$ comes out 3.3% too small. The host modulus makes it 8.8% too large, because the defect stiffens this cell.

An unrelaxed pressure does more harm. Before the atoms move, each defect spring contributes $k_d\delta d/3$ to $Vp$, in total $12\times0.09\times0.2\times5/3=0.36$ hartree. After relaxation $Vp=0.254$ hartree. Inserting the first value with the correct $B$ would overestimate $D$ by the factor $(0.36/0.254)^2\approx2.0$.

**Larger cells.** One defect changes the curvature $VB$ by an amount that stays finite as the cell grows, so $B$ tends to $B_h$. The sum over bond forces that gives $pV$ likewise tends to a constant $P$ as the periodic images recede. Therefore

$$D\to\frac{P^2}{2B_hV}.$$

| Atoms | $pV$ (hartree) | Fixed-cell energy (hartree) | Relaxed-cell energy (hartree) | $DV$ (hartree bohr³) |
|---|---|---|---|---|
| 32 | 0.2541 | 0.01207 | 0.01022 | 5.245 |
| 108 | 0.2459 | 0.01133 | 0.01078 | 5.212 |
| 256 | 0.2441 | 0.01117 | 0.01094 | 5.212 |

The product $DV$ settles faster than $pV$. From 256 atoms down to 32, $(pV)^2$ rises by 8.4% and $B$ by 7.7%, and the two changes nearly cancel in their ratio. This is an observation on the present model, not a consequence of the theorem.

The two energies approach each other from opposite sides. The relaxed-cell energy still rises by $7\times10^{-4}$ hartree between the smallest and the largest cell. Subtracting $D$ thus converts a fixed-cell energy into a zero-pressure energy of the same supercell; it does not give the energy of an isolated defect.

**A planar misfit.** Let the rest length be wrong for the four defect bonds in the $xy$ plane alone, with all spring constants as before. Three such defects, one for each coordinate plane, add up to the previous one. Since the response is linear, $p$ is a third of its former value, $2.995\times10^{-5}$ hartree/bohr³, and the volume-only release a ninth, $2.06\times10^{-4}$ hartree. The stress now has a deviatoric part with $s=-1.2728\times10^{-5}$ hartree/bohr³, and the stress response to a tetragonal strain gives $C'=2.280\times10^{-3}$ hartree/bohr³. The shape term of Proposition 1 is

$$\frac{3\times2828.4\times(1.2728\times10^{-5})^2}{2\times2.280\times10^{-3}}=3.01\times10^{-4}\ \text{hartree}.$$

The full release is $5.07\times10^{-4}$ hartree, of which the volume accounts for 41%. The strain along $z$ is $p/(3B)+s/C'=0.16\%-0.56\%=-0.40\%$. The cell shortens along $z$ although the stress $-p-2s$ on that axis is slightly compressive, because the expansion in the plane draws it in. For such a defect the pressure alone does not determine what a full cell relaxation releases.

All numerical values are calculated from the stated model.
